\section*{Quantum defects and the strengths of the alkali principal lines}

\section{A strong line and a missing one}

Ground-state lithium vapour absorbs strongly in the red, on the line $2s$--$2p$. The next line of the same series, $2s$--$3p$, is also electric-dipole allowed, yet it is hardly there. A frozen-core Hartree--Fock calculation gives the oscillator strengths $0.766$ and $0.0034$. No selection rule is at work: a hydrogen atom in its $2s$ state absorbs to $3p$ with strength $0.435$.

Sodium and potassium show the same pattern, with a resonance line that takes more than nine tenths of the strength available to the valence electron. In lithium the share is about three quarters. What has to be explained is how a small core redistributes the strength so thoroughly. In a model with closed-form orbitals it is governed mainly by the difference between the $s$ and $p$ quantum defects. For lithium the model gives the radial integrals of both lines to about 12\% or better. For the second line of sodium it gives the right sign but only half the integral, and so about a quarter of the strength; for the second line of potassium it gives the wrong sign. These comparisons use Hartree--Fock levels and integrals throughout.

\section{Two sums that share out the strength}

Consider one active electron, without relativity, in atomic units. Write its orbitals as $u(r)Y_{lm}/r$, with $\int u^2dr=1$ and $u$ positive in its outer tail. For $s\to p$ define
\begin{equation}
R=\int_0^\infty u_s\,r\,u_p\,dr .
\end{equation}
The angular integral of $\cos\theta$ between $Y_{00}$ and $Y_{10}$ is $1/\sqrt3$, so each Cartesian component of $\mathbf r$ contributes $R^2/3$, and the three together give $R^2$. With transition energy $\omega$, the absorption oscillator strength is
\begin{equation}
f=\tfrac23\,\omega R^2 .
\label{f}
\end{equation}
The line strength summed over both spin states is $2R^2$; it contains no energy factor.

The $p$ functions, continuum included, form a complete radial set. Expanding $r u_s$ in them gives
\begin{equation}
\sum_k R_k^2=\langle r^2\rangle_s .
\label{closure}
\end{equation}
Weighting each term by its energy gives the $f$-sum. Let the radial Hamiltonians be
\begin{equation}
H_\lambda=-\frac12\frac{d^2}{dr^2}+\frac{\lambda(\lambda+1)}{2r^2}+V(r),
\end{equation}
with $\lambda=\lambda_s$ or $\lambda_p$. Then
\begin{equation}
\sum_k f_k=\tfrac23\langle ru_s|H_{\lambda_p}-E_s|ru_s\rangle .
\end{equation}
Since $(ru)''=ru''+2u'$, we have $(H_{\lambda_s}-E_s)ru_s=-u_s'$. Its contribution is $-\int r u_su_s'dr=\frac12\int u_s^2dr=\frac12$, after integration by parts. The difference $H_{\lambda_p}-H_{\lambda_s}$ is proportional to $1/r^2$, which cancels the $r^2$ from the two factors $ru_s$. Hence
\begin{equation}
\sum_k f_k=\tfrac13\left[1+\lambda_p(\lambda_p+1)-\lambda_s(\lambda_s+1)\right].
\label{fsum}
\end{equation}
For a common local potential $\lambda_s=0$, $\lambda_p=1$, and the sum is $1$.

\section{A core that shifts the quantum numbers}

Write the level energies as $E=-1/(2\nu^2)$, with $\nu=n-\delta$ and quantum defect $\delta$. Take $V=-1/r$ and let a noninteger $\lambda$ stand for the core: an inverse-square term is added whose strength depends on $l$. With $a=\lambda+1$ and $u=r^ae^{-r/\nu}g$, the radial equation becomes
\begin{equation}
g''+2\left(\frac ar-\frac1\nu\right)g'+\frac2r\left(1-\frac a\nu\right)g=0 .
\end{equation}
A constant $g$ requires $\nu=a$. For one node try $g=r/A-1$ and multiply by $r/2$. The terms in $r$ give $\nu=a+1$; the constant terms give $a/A=1-a/\nu=1/\nu$, so $A=\nu(\nu-1)$.

The valence $s$ orbital (number $\nu$) is given one node, as in lithium $2s$, so $\lambda_s=\nu-2$. The lowest $p$ orbital has none, and the second has one. Before normalization,
\begin{align}
u_s&=r^{\nu-1}e^{-r/\nu}\left[\frac{r}{\nu(\nu-1)}-1\right],\\
u_{p1}&=r^{\nu'}e^{-r/\nu'},\\
u_{p2}&=r^{\nu'-1}e^{-r/\nu'}\left[\frac{r}{\nu'(\nu'-1)}-1\right],
\end{align}
where $\nu'$ belongs to the $p$ level in question. I assume $\nu>3/2$ and take the solution that starts as $r^{\lambda+1}$. For sodium and potassium these functions imitate the outer part of orbitals that have further nodes in the core.

The norms follow from $\int_0^\infty r^{m}e^{-\kappa r}dr=\Gamma(m+1)/\kappa^{m+1}$. With $G=\Gamma(2\nu-1)(\nu/2)^{2\nu-1}$,
\begin{align}
N_1(\nu)&=G\left[1-\frac{2\nu-1}{\nu-1}+\frac{\nu(2\nu-1)}{2(\nu-1)^2}\right]
=\frac{G\,\nu}{2(\nu-1)^2},
\label{norm}
\end{align}
because $2(\nu-1)^2-2(2\nu-1)(\nu-1)+\nu(2\nu-1)=\nu$. This serves $u_s$ and, with $\nu'$, $u_{p2}$. For $u_{p1}$ the norm is $N_0=\Gamma(2\nu'+1)(\nu'/2)^{2\nu'+1}$.

Two more powers of $r$ give, in the same way,
\begin{align}
\int r^2u_s^2dr&=G\,\frac{\nu^2}{4}\,\frac{2\nu(2\nu-1)}{2(\nu-1)^2}
\big[2(\nu-1)^2\nonumber\\
&\quad-2(2\nu+1)(\nu-1)+(2\nu+1)(\nu+1)\big].
\end{align}
The bracket equals $\nu+5$. Division by $N_1$ leaves
\begin{equation}
\langle r^2\rangle_s=\tfrac12\nu^2(2\nu-1)(\nu+5),
\end{equation}
which is $42$ for hydrogen $2s$.

\section{The second line can cancel}

Let $\sigma=\nu+\nu'$, so that the product of exponentials has $\kappa=1/\nu+1/\nu'=\sigma/(\nu\nu')$. The unnormalized integral for the second line is
\begin{align}
J&=\Gamma(\sigma)\kappa^{-\sigma}\bigg[1-\frac{\nu'}{\nu-1}-\frac{\nu}{\nu'-1}\nonumber\\
&\qquad+\frac{\sigma+1}{\sigma}\frac{\nu\nu'}{(\nu-1)(\nu'-1)}\bigg].
\end{align}
Multiply the bracket by $(\nu-1)(\nu'-1)$ and call the result $Q$:
\begin{align}
Q&=(\nu-1)(\nu'-1)-\nu'(\nu'-1)-\nu(\nu-1)+\nu\nu'+\frac{\nu\nu'}{\sigma}\nonumber\\
&=1-(\nu'-\nu)^2+\frac{\nu\nu'}{\nu+\nu'} .
\label{Q}
\end{align}
The linear terms have cancelled. From \eqref{norm}, the square root of the two norms is $\sqrt{\Gamma(2\nu-1)\Gamma(2\nu'-1)}\,\nu^\nu\nu'^{\nu'}2^{-\sigma}/[(\nu-1)(\nu'-1)]$, so
\begin{equation}
R_2=\frac{\Gamma(\sigma)}{\sqrt{\Gamma(2\nu-1)\Gamma(2\nu'-1)}}
\left(\frac2\sigma\right)^{\sigma}\nu^{\nu'}\nu'^{\nu}\,Q .
\label{R2}
\end{equation}
Everything before $Q$ is positive. The line vanishes when $Q$ does.

For the second line $\nu'-\nu=1+d$, where $d=\delta_s-\delta_p$. Hydrogen has $d=0$ and $Q=6/5$. With $\nu'=3$ fixed and $\nu=2-d$, the slope at $d=0$ is $-2-\nu'^2/\sigma^2=-2.36$. Of this, $-2$ comes from the squared difference, so at fixed $\nu'$ that term controls most of the change. For $\nu'=3$, $Q$ reaches zero at $d=0.426$. At fixed $d$ the last term of \eqref{Q} grows with $\nu'$ and moves the zero to larger $d$: Hartree--Fock potassium below, with $d=0.468$ and $\nu'=3.31$, still has $Q>0$.

For the resonance line the integral is
\begin{align}
K&=\Gamma(\sigma+1)\kappa^{-\sigma-1}\left[\frac{(\sigma+1)\nu'}{\sigma(\nu-1)}-1\right]\nonumber\\
&=\Gamma(\sigma+1)\kappa^{-\sigma-1}\frac{P}{\nu-1},\\
P&=1+\nu'-\nu+\frac{\nu'}{\nu+\nu'} .
\end{align}
Dividing by $\sqrt{N_1N_0}$ gives
\begin{equation}
R_1=\frac{\sqrt2\,2^\sigma\,\Gamma(\sigma+1)}{\sqrt{\Gamma(2\nu-1)\Gamma(2\nu'+1)}}\,
\frac{\nu^{\nu'+1}\nu'^{\nu+1/2}}{\sigma^{\sigma+1}}\,P .
\label{R1}
\end{equation}
Here $\nu'-\nu=d$. For $d\ge0$ no term of $P$ is negative and $P>1$, so no cancellation to zero is possible.

\section{How the resonance line takes over}

The table follows the model from hydrogen with $\delta_p=0$. The last column is $R_1^2/\langle r^2\rangle_s$, the resonance line's share of the sum \eqref{closure}.

\begin{center}
\begin{tabular}{ccccc}
$d$ & $R_2$ (\AA) & $f_{2p}$ & $f_{3p}$ & share\\
\hline
0.00 & 1.622 & 0.000 & 0.435 & 0.643\\
0.10 & 1.126 & 0.234 & 0.251 & 0.746\\
0.20 & 0.696 & 0.470 & 0.114 & 0.839\\
0.30 & 0.339 & 0.680 & 0.032 & 0.914\\
0.40 & 0.059 & 0.839 & 0.001 & 0.963
\end{tabular}
\end{center}

In hydrogen the $2s$--$2p$ integral is large, but the levels are degenerate and \eqref{f} gives $f=0$. A small $d$ opens a gap $\omega\approx d/8$. Since $R_1^2=27$ at $d=0$, the resonance strength starts as $f\approx\frac23\cdot27\cdot d/8=2.25\,d$.

At the same time $ru_s$ becomes more like the nodeless $p$ orbital. Setting the derivative of $ru_s$ to zero gives $r^2-2\nu^2r+\nu^3(\nu-1)=0$, with outer root $r=\nu^2+\nu^{3/2}$. The lowest $p$ orbital peaks at $r=\nu'^2$. For $\nu'=2$, the ratio of the two positions falls from $1.71$ at $\nu=2$ to $1.15$ at $\nu=1.6$. The peaks approach each other, and the share rises.

This links the strong line to the weak one. The $p$ orbitals are mutually orthogonal, so what $ru_s$ puts into $2p$ is unavailable to the others: $R_2^2\le\langle r^2\rangle_s-R_1^2$. This is only a bound. The actual near-disappearance of the second line needs the zero of $Q$.

The total $f$ in the model is not fixed at $1$, because its potential depends on $l$. By \eqref{fsum} it is $1.08$ at $d=0.40$, an excess small compared with the transfer of strength in the table.

\section{Lithium}

In frozen-core Hartree--Fock the valence orbitals are virtual orbitals of the closed-shell cation. This omits core polarization, correlation and relativity. In this approximation the computed transition energies of lithium are $1.841$ and $3.797$ eV (about 6700 and 3300 \AA); the digits are those of the calculation, not of the real atom. The effective quantum numbers of $2s$ and $3p$ are $1.5960$ and $2.9677$, so
\begin{equation}
Q=1-(1.3717)^2+\frac{1.5960\times2.9677}{4.5637}\approx0.156 .
\end{equation}
The defect difference is $d=0.372$; for this $3p$ level the model zero lies at $0.420$. Equation \eqref{R2} gives $R_2=0.113$ \AA, against $0.101$ \AA\ ($0.190$ bohr) from the Hartree--Fock orbitals, a difference of 12\% of the latter. For the resonance line \eqref{R1} gives $2.22$ \AA, against $2.18$ \AA.

Compared with hydrogen $2s$--$3p$, the directly computed $R^2$ is smaller by a factor of about $260$. The transition energy is about twice as large, which works the other way:
\begin{equation}
f_{\rm Li}=\frac{0.4349}{260\times0.498}\approx0.0034 .
\end{equation}
The weakness is therefore entirely radial. In the model the reduction of $R^2$ is $(1.622/0.113)^2\approx206$. The factor $Q^2$ supplies $(1.2/0.156)^2\approx59$ of this, and the positive prefactor the remaining $3.5$.

The orbitals show where the cancellation occurs. Between the outer node of $2s$ and the node of $3p$ the two functions have opposite signs, and the integrand is negative. In \AA,
\begin{align}
\text{H:}\quad&1.959-0.338=1.622,\\
\text{Li:}\quad&0.591-0.490=0.101,
\end{align}
up to rounding. The $3p$ node hardly moves, from $3.18$ to $3.06$ \AA, but the outer maximum of $2s$ moves inward from $2.8$ to $1.6$ \AA. The $s$ electron therefore overlaps less with the outer lobe of $3p$ and more with the inner one. The near-balance also makes the result delicate: a 1\% change in the positive part alone changes $R_2$ by about 6\% and $f$ by about 12\%. The omitted physics matters at this level: a core-polarization potential fitted to the measured $2s$ and $2p$ levels, with the matching correction to the dipole operator, raises $f$ from $0.0034$ to about $0.0047$, while the resonance strength only moves from $0.766$ to about $0.75$.

The resonance line carries $0.957$ of $\langle r^2\rangle$ but only $0.767$ of the $f$-sum. The other transitions hold $0.043$ of the first and $0.233$ of the second. By \eqref{f}, their mean energy, weighted by $R^2$, is $(0.233/0.043)/(0.767/0.957)\approx7$ times that of the resonance line. This is about $12$ eV, above the $5.34$ eV needed in this approximation to remove the valence electron, so part of the missing quarter lies in the continuum.

\section{Sodium, potassium and the limits of the model}

Hartree--Fock exchange is nonlocal and changes the $f$-sum. Let $F$ be the one-electron operator and $\psi$ the valence orbital, with $F\psi=\varepsilon\psi$. Then
\begin{equation}
\sum f=2\langle z(F-\varepsilon)z\rangle=\langle 2zFz-z^2F-Fz^2\rangle .
\end{equation}
The kinetic energy contributes $1$ and local potentials nothing. A kernel $F(\mathbf r,\mathbf r')$ is multiplied by $-(z-z')^2$. For lithium the exchange kernel is $-\phi(\mathbf r)\phi(\mathbf r')/|\mathbf r-\mathbf r'|$, with $\phi$ the $1s$ orbital. Put $\rho=\phi\psi$; as $\rho$ is spherical, $(z-z')^2$ averages to $|\mathbf r-\mathbf r'|^2/3$, and
\begin{equation}
\sum f=1+\frac13\iint\rho(\mathbf r)\,|\mathbf r-\mathbf r'|\,\rho(\mathbf r')\,d^3r\,d^3r' .
\end{equation}
The correction is negative. Since $\nabla^2 r=2/r$ and $1/r$ has the Fourier transform $4\pi/k^2$, the kernel $|\mathbf r-\mathbf r'|$ has the transform $-8\pi/k^4$, so the double integral equals $-\int 8\pi|\tilde\rho(\mathbf k)|^2k^{-4}\,d^3k/(2\pi)^3$. This converges at small $k$ because $\phi$ and $\psi$ are orthogonal, which makes $\tilde\rho(0)=\int\rho\,d^3r=0$. Numerically the sum is $0.998$, in agreement with the explicit sum over $p$ states.

Sodium and potassium also have filled $p$ shells. The complete sum includes the downward terms to them, which have $\omega<0$. Over all $p$ states it is $0.993$ and $0.983$; over the empty ones it is $1.049$ and $1.114$. The filled shells thus contribute $-0.056$ and $-0.131$, which leaves room for a single line to exceed $1$. The resonance strengths are $0.988$ and $1.074$, or 94\% and 96\% of the sums over empty states.

The resonance formula stays within 3\% of the direct integral for both atoms. The second line is a harder test:

\begin{center}
\begin{tabular}{lcccc}
 & $d$ & $Q$ & $R_2$ model (\AA) & $R_2$ direct (\AA)\\
\hline
Li & 0.372 & 0.156 & 0.113 & 0.101\\
Na & 0.494 & $-0.145$ & $-0.100$ & $-0.201$\\
K & 0.468 & 0.030 & 0.025 & $-0.200$
\end{tabular}
\end{center}

Sodium lies beyond the zero, as the model says, but with twice the predicted magnitude. For potassium the model gives the wrong sign with these Hartree--Fock levels. The sign is fragile, since $Q$ is close to zero: with the measured levels $d\approx0.49$, $Q\approx-0.08$ and $R_2\approx-0.07$ \AA, the right sign but only about a third of the direct magnitude. Both second lines are weak, with $f=0.013$ and $0.010$, so lithium is not alone in this; it lies on the other side of the zero.

Most of the potassium error accumulates outside the core, beyond $1.44$ \AA. One difference there is plain: the model's extra inverse-square term continues to all distances, whereas the potential of a real closed-shell ion tends to $-1/r$. For the second $p$ level this extra term is $[\lambda_p(\lambda_p+1)-2]/(2r^2)$ with $\lambda_p=\nu'-2$. Its coefficient is about $-0.05$, $0.24$ and $0.52$ for Li, Na and K, and its size grows in the same order as the error. The corresponding coefficient for the $s$ level, $\lambda_s(\lambda_s+1)/2$, is about $-0.12$, $-0.11$ and $-0.07$ and shrinks in that order. Replacing only the second $p$ orbital in the direct integral by the model one shifts $R_2$ by $0.08$ \AA\ for sodium and $0.21$ \AA\ for potassium, out of total errors of $0.10$ and $0.22$ \AA; replacing only the $s$ orbital shifts it by less than $0.02$ \AA. This supports the conjecture that the $p$ term causes most of the error for these two atoms, though the swap tests the whole orbital and not the term alone. It does not extend to lithium. There the $p$ coefficient has the opposite sign, while the error, model minus direct, is positive for all three atoms; the small lithium error, $0.012$ \AA, is a partial cancellation, since the same replacements shift $R_2$ by about $-0.020$ \AA\ ($p$) and $+0.033$ \AA\ ($s$).

The closed formulas, the model sum and the position of the zero are checked by diagonalization in the numerical check, which also confirms the failure for potassium.

\section*{Calculated quantities}
\begin{verbatim}
Model scan, p defect 0; d = s defect minus p defect; R in angstrom
share = part of <r^2> carried by the resonance line
d=0.00 Q= 1.200 R2p=2.750 R3p= 1.622 f2p=0.0000 f3p=0.43487 sum=1.000 share=0.643
d=0.10 Q= 0.953 R2p=2.699 R3p= 1.126 f2p=0.2342 f3p=0.25053 sum=1.030 share=0.746
d=0.20 Q= 0.685 R2p=2.594 R3p= 0.696 f2p=0.4698 f3p=0.11387 sum=1.053 share=0.839
d=0.30 Q= 0.395 R2p=2.439 R3p= 0.339 f2p=0.6797 f3p=0.03210 sum=1.070 share=0.914
d=0.40 Q= 0.083 R2p=2.239 R3p= 0.059 f2p=0.8388 f3p=0.00117 sum=1.080 share=0.963
d=0.45 Q=-0.081 R2p=2.124 R3p=-0.051 f2p=0.8930 f3p=0.00096 sum=1.083 share=0.975
Zero of the model 2s-3p integral at d = 0.4257
Frozen-core Hartree-Fock; first = resonance line, second = next line
Li 2s-2p, 2s-3p: level energies -5.3417, -3.5004, -1.5448 eV
  nu = 1.5960, 1.9715, 2.9677; d(second) = 0.3718; Q = 0.1561
  transition energies 1.8413, 3.7969 eV; wavelengths 6733, 3265 angstrom
  R direct 2.1806, 0.1007; R closed formula 2.2202, 0.1131 angstrom
  formula minus direct, second line: 0.0040 inside, 0.0085 outside core edge 0.88 angstrom
  f = 0.7660, 0.00337; sum over empty p 0.9983, over all p 0.9983
  resonance share of f-sum over empty p 0.7673, of <r^2> 0.9571
Na 3s-3p, 3s-4p: level energies -4.9471, -2.9780, -1.3693 eV
  nu = 1.6584, 2.1375, 3.1522; d(second) = 0.4938; Q = -0.1447
  transition energies 1.9691, 3.5778 eV; wavelengths 6296, 3465 angstrom
  R direct 2.3949, -0.2012; R closed formula 2.4051, -0.1001 angstrom
  formula minus direct, second line: -0.0023 inside, 0.1034 outside core edge 0.99 angstrom
  f = 0.9881, 0.01267; sum over empty p 1.0488, over all p 0.9930
  resonance share of f-sum over empty p 0.9422, of <r^2> 0.9864
K 4s-4p, 4s-5p: level energies -3.9988, -2.6001, -1.2398 eV
  nu = 1.8446, 2.2875, 3.3127; d(second) = 0.4681; Q = 0.0295
  transition energies 1.3987, 2.7590 eV; wavelengths 8864, 4494 angstrom
  R direct 2.9626, -0.1996; R closed formula 2.8962, 0.0251 angstrom
  formula minus direct, second line: -0.0139 inside, 0.2386 outside core edge 1.44 angstrom
  f = 1.0740, 0.00961; sum over empty p 1.1141, over all p 0.9827
  resonance share of f-sum over empty p 0.9640, of <r^2> 0.9876
Li 2s-3p R in a second, denser basis: 0.1007 angstrom
Model zero for the computed Li 3p level at d = 0.4202
Li f-sum from the exchange formula: 0.9983
H 2s-3p: positive part 1.9594, negative part -0.3376, R 1.6218 angstrom
  outer 2s maximum 2.8, 3p node 3.18 angstrom
Li 2s-3p: positive part 0.5905, negative part -0.4898, R 0.1007 angstrom
  outer 2s maximum 1.6, 3p node 3.06 angstrom
H/Li ratio for 2s-3p: f 129.2, R^2 259.5, energy 0.498
Li 2s-3p R = 0.1902 bohr (conversion of the main result)
\end{verbatim}
